# Logarithmic structural relaxation and its early plateau in a collective barrier model, part 1

(Sections cited here and not found follow in the second part.)

## Relaxation against a rising barrier

Suppose that a strained network relaxes through a chain of events, one after another, and that each event makes the next wait twice as long. Let the first wait be $w$, the second $2w$, the third $4w$, and treat these waits for the moment as definite times. The time needed to complete $n$ events is

$$
t_n=w\left(1+2+4+\dots+2^{n-1}\right).
$$

Doubling this sum gives $2t_n=w(2+4+\dots+2^n)$. When the original sum is subtracted, all terms cancel except the last of the doubled sum and the first of the original one, so that

$$
t_n=w\left(2^n-1\right),\qquad n=\log_2\!\left(1+\frac{t_n}{w}\right).
$$

This has two regimes. Until the time $w$ nothing has happened. Long after $w$, one further event occurs each time the elapsed time doubles, which is logarithmic evolution. The two regimes meet near the first wait.

Now let a second network be prepared with the first two events already done. Its first wait is $4w$, and from its own preparation onward it obeys $n=\log_2(1+t/4w)$. It stays unchanged for longer, and then it too makes one event per doubling of the time. The initial state has moved the plateau and left the late slope as it was.

The same structure appears in a model of resistance drift in amorphous phase-change memory. A region of the material is melted and quenched into a glass, and the glass then relaxes slowly while its resistance rises. In the collective picture a single variable $\Sigma$ describes the structure of the whole region. The value $\Sigma=1$ stands for the most strained structure and $\Sigma=0$ for the fully relaxed one. Each relaxation event lowers $\Sigma$ by a small fixed amount $\Delta$. The model is collective in the sense that every event changes the barrier that the next event must cross. That barrier is taken to be

$$
B(\Sigma)=E_s(1-\Sigma),
$$

where the constant $E_s>0$ is the barrier of the fully relaxed structure. As $\Sigma$ falls, $B$ grows linearly, and each event raises it by

$$
\varepsilon=E_s\Delta .
$$

The algebra is in atomic units, with $\hbar=m_e=e=1$, and temperature is represented by the energy $\theta=k_BT$. Numerical energies are given in electronvolts and times in seconds. No length enters the model. Events are thermally activated, so their rate in the region is

$$
r=\nu\,e^{-B/\theta},
$$

with a constant attempt rate $\nu$. A rise of the barrier by $\theta\ln 2$ halves this rate and doubles the mean wait, so the opening example corresponds to $\varepsilon=\theta\ln 2$.

Backward events are left out, and the condition for this can be found from the energy released. Let one event lower the free energy of the region by $g$. The reverse event passes over the same saddle from a state lower by $g$, and its barrier is therefore $B+g$, where $B$ is the barrier of the forward event just completed. The next forward event has the barrier $B+\varepsilon$. With equal attempt rates, the ratio of the backward to the forward rate is

$$
\frac{\nu e^{-(B+g)/\theta}}{\nu e^{-(B+\varepsilon)/\theta}}
=e^{-(g-\varepsilon)/\theta}.
$$

Backward events can be neglected when $g-\varepsilon$ is several times $\theta$. If $g$ were a constant larger than $\varepsilon$, the backward events would, in the continuum description used below, merely multiply the net rate by $1-e^{-(g-\varepsilon)/\theta}$. This would lengthen the plateau and leave the late logarithmic slope unchanged. Close to equilibrium, however, the energy gained per event becomes small, the condition is violated, and the net rate falls toward zero.

In a short time $dt$ the expected number of events is $r\,dt$, and each changes $\Sigma$ by $-\Delta$. If the rate changes little from one event to the next, that is, if $\varepsilon\ll\theta$, the steps may be replaced by a continuous flow:

$$
\frac{d\Sigma}{dt}=-\nu\Delta\,e^{-E_s(1-\Sigma)/\theta}.
$$

This is a mean-field equation, because it uses the rate at the mean state in place of the mean of the rate. The second half of the text finds the size of the resulting error.

It is easier to follow the barrier than $\Sigma$. Since $dB/dt=-E_s\,d\Sigma/dt$, the two minus signs cancel and

$$
\frac{dB}{dt}=\nu\varepsilon\,e^{-B/\theta}.
$$

The temperature is constant, so the chain rule gives

$$
\frac{d}{dt}e^{B/\theta}
=\frac{1}{\theta}e^{B/\theta}\frac{dB}{dt}
=\frac{\nu\varepsilon}{\theta}.
$$

The exponential of the barrier grows at a constant rate. Let the initial state be $\Sigma_0$ and the initial barrier $B_0=E_s(1-\Sigma_0)$. Integration from $0$ to $t$ yields

$$
e^{B(t)/\theta}=e^{B_0/\theta}+\frac{\nu\varepsilon}{\theta}t
=e^{B_0/\theta}\left(1+\frac{t}{\tau_0}\right),
$$

where taking out the factor $e^{B_0/\theta}$ has defined the time

$$
\tau_0=\frac{\theta}{\nu\varepsilon}\,e^{B_0/\theta}
=\frac{\theta}{\nu\Delta E_s}\,e^{E_s(1-\Sigma_0)/\theta}.
$$

Taking the logarithm gives $B=B_0+\theta\ln(1+t/\tau_0)$. Because $\Sigma=1-B/E_s$, the structural variable follows

$$
\boxed{\;\Sigma(t)=\Sigma_0-\frac{\theta}{E_s}\ln\!\left(1+\frac{t}{\tau_0}\right)\;}
$$

The linear growth of the barrier is what makes the integration so short. For a general barrier $B(\Sigma)$ the same chain rule gives

$$
\frac{d}{dt}e^{B/\theta}=-\frac{\nu\Delta}{\theta}\frac{dB}{d\Sigma},
$$

and the right-hand side is constant along the evolution when the slope $dB/d\Sigma$ is constant. If the slope were zero, the barrier would stay at its initial value and $\Sigma$ would fall linearly in time, with no logarithm.

The time $\tau_0$ has a simple meaning. Let $r_0=\nu e^{-B_0/\theta}$ be the initial event rate and let $x=\varepsilon/\theta$ be the rise of the barrier per event in units of the thermal energy. Then

$$
\tau_0=\frac{1}{x}\,\frac{1}{r_0}.
$$

The factor $1/r_0$ is the mean first wait, and $1/x$ is the number of events that raise the barrier by $\theta$. So $\tau_0$ is the time in which the barrier would rise by one thermal energy if the initial rate persisted. Since the rate in fact slows down, the rise at $t=\tau_0$ is $\theta\ln2$.

For a numerical example take the round model parameters $E_s=2$ eV, $\Sigma_0=0.7$, $\Delta=0.001$, $\nu=10^{13}$ s$^{-1}$ and $T=300$ K. They are not assigned to a particular material. The thermal energy is $\theta=0.025852$ eV, the initial barrier is $B_0=2\times0.3=0.6$ eV, and each event raises the barrier by $\varepsilon=0.002$ eV. Hence

$$
x=\frac{0.002}{0.025852}=0.0774,\qquad r_0=833\ \mathrm{s^{-1}},
$$

$$
\tau_0=\frac{1}{0.0774\times833\ \mathrm{s^{-1}}}=0.0155\ \mathrm{s}.
$$

In atomic units of time this is $6.42\times10^{14}$.

To examine early times, write $y=t/\tau_0$. The function $y-\ln(1+y)$ vanishes at $y=0$ and has the derivative $y/(1+y)$, which lies between $0$ and $y$ for $y\ge0$. Integrating these limits gives

$$
0\le y-\ln(1+y)\le\frac{y^2}{2}.
$$

For $t\ll\tau_0$ the evolution is therefore linear,

$$
\Sigma_0-\Sigma(t)\simeq\frac{\theta}{E_s}\frac{t}{\tau_0}=\Delta r_0t,
$$

and the linear expression overestimates the fall by at most $(\theta/E_s)y^2/2$. The last equality follows from $\theta/(E_s\tau_0)=\theta x r_0/E_s=\Delta r_0$. At $t=0.001\,\tau_0$, numerical integration of the rate equation gives 0.9995 of the linear fall, in agreement with the leading correction factor $1-y/2$.

The early regime is a plateau in a restricted sense. The two derivatives

$$
\frac{d\Sigma}{dt}=-\frac{\theta}{E_s}\frac{1}{t+\tau_0},\qquad
\frac{d\Sigma}{d\ln t}=t\frac{d\Sigma}{dt}=-\frac{\theta}{E_s}\frac{t}{t+\tau_0}
$$

behave in opposite ways. On a linear time axis the structure changes fastest at $t=0$. On a logarithmic axis the slope tends to zero for $t\ll\tau_0$, because a decade of very short times contains little time in which events can occur. The plateau belongs to the logarithmic plot and does not mean that the glass is at rest.

For $t\gg\tau_0$ the slope on the logarithmic axis becomes $-\theta/E_s$, and $\Sigma$ falls per decade by

$$
\frac{\theta}{E_s}\ln10=\frac{0.025852}{2}\times2.3026=0.02976 .
$$

Direct integration gives $\Sigma=0.55687$ at $10^3$ s and $0.46758$ at $10^6$ s. The difference, $0.08929$, is three times the fall per decade. The late line, $\Sigma_0-(\theta/E_s)\ln(t/\tau_0)$, reaches the value $\Sigma_0$ at $t=\tau_0$ when it is extended backward. This gives a graphical definition of the end of the plateau.

The late slope does not contain $\Sigma_0$, and the height of the late line does not contain it either. To see this, define

$$
\tau_1=\tau_0e^{E_s\Sigma_0/\theta}=\frac{\theta}{\nu\varepsilon}e^{E_s/\theta},
$$

in which $\Sigma_0$ has cancelled. Then $\Sigma_0=(\theta/E_s)\ln(\tau_1/\tau_0)$, and insertion in the solution gives

$$
\Sigma(t)=\frac{\theta}{E_s}\left[\ln\frac{\tau_1}{\tau_0}-\ln\frac{t+\tau_0}{\tau_0}\right]
=-\frac{\theta}{E_s}\ln\frac{t+\tau_0}{\tau_1}.
$$

The initial state now enters through the sum $t+\tau_0$ alone. Two samples with plateau times $\tau_a$ and $\tau_b$ differ by

$$
\Sigma_a-\Sigma_b=\frac{\theta}{E_s}\ln\frac{t+\tau_b}{t+\tau_a}
\simeq\frac{\theta}{E_s}\frac{\tau_b-\tau_a}{t},
$$

where the last form holds when $t$ is much longer than both plateau times. Memory of the preparation fades as $1/t$.

A sample that starts at $\Sigma_0=0.6$ has an initial barrier higher by $0.2$ eV. Its plateau time is longer by the factor $e^{0.2/0.025852}\approx2290$ and equals $35.6$ s. At $10^4$ s the late formula predicts a gap of $4.59\times10^{-5}$ between the starts $0.7$ and $0.6$, and direct integration gives the same value to three digits. The initial difference of $0.1$ has almost vanished, although the plateaus differ by more than three orders of magnitude.

The sum $t+\tau_0$ also describes what happens when the clock is restarted. Let a sample age for a time $t_w$ at constant temperature, and regard the state it has reached as a new initial state. Its barrier is $B_0+\theta\ln(1+t_w/\tau_0)$, so the new plateau time is

$$
\tau_0\,e^{\ln(1+t_w/\tau_0)}=\tau_0+t_w.
$$

Ageing at constant temperature lengthens the plateau by the age itself. If the clock is started at an age much longer than $\tau_0$, the observer thus sees a plateau of about the age of the sample.

The solution cannot hold indefinitely. It reaches $\Sigma=0$ when $t+\tau_0=\tau_1$, that is, at

$$
t_{\rm end}=\tau_1-\tau_0=\tau_0\left(e^{E_s\Sigma_0/\theta}-1\right).
$$

At this point the rate equation still gives the nonzero velocity $-\nu\Delta e^{-E_s/\theta}$ and would carry $\Sigma$ to negative values. It contains no equilibrium. A real approach to equilibrium requires the backward events, which become important once $g-\varepsilon$ is no longer large compared with $\theta$. In the example $t_{\rm end}$ is $5\times10^{21}$ s, so the formal end lies far outside any observation. This number does not show when backward events begin to matter, since that depends on $g$, which the model leaves unspecified.

At constant temperature and with backward events neglected, the continuum law gives a plateau on the logarithmic time axis up to about $\tau_0$, then a logarithmic fall of $\Sigma$ whose late slope does not depend on the initial state. It remains to find the error made by replacing random, discrete events with a smooth flow, and to treat the resistance and the effect of a changing temperature.

All numerical values are calculated from the stated model.
